Sol Fraction of an Ideal Trifunctional Network at Conversion 0.70

**Question**

I am working through the condensation of methylsilanetriol, CH₃Si(OH)₃, as a model for an organosilicate low-k film. Each silicon has three OH groups, and two OH groups on different silicons condense to Si–O–Si with loss of water. The exercise says: treat this as ideal trifunctional polycondensation at conversion 0.70, solve the branching-process equation, and show that the sol fraction is about 0.079.

I can write down an equation of the form u = 1 − p + p u², but I am stuck on three points. First, u = 1 solves it for every p, which would mean that there is never a gel, so why may I discard that root? Second, why is the sol fraction u³ and not u? Third, is 0.079 the fraction of the film's mass that a solvent could remove?

**Answer**

The root is settled by how the probability u is built up, the cube comes from the three groups on each silicon, and the answer to the third question is no: 0.079 counts silicon atoms, and the mass fraction is somewhat larger.

**What "ideal" means here**

Call each silicon with its three groups a unit. The conversion p is the fraction of all OH groups that have reacted. The ideal model assumes that

1. all groups are equally reactive, whatever has happened to the other groups on the same unit;
2. groups pair at random, so that each group has reacted with probability p, independently of the others;
3. finite molecules contain no rings.

The number of units is taken to infinity. The sol is the set of units in finite molecules, the gel is the set of units in the infinite network, and the sol fraction S is the fraction of units in the sol.

**The branching equation**

Choose a group at random and look outward through it, away from its own unit. Everything that can be reached this way is the branch behind that group. Let u be the probability that this branch is finite. There are two cases.

The group is unreacted, with probability 1 − p. Nothing lies behind it, and the branch is certainly finite.

The group has reacted, with probability p. It leads to another unit, which has two groups besides the one used for the bond. The branch is finite if the branches behind both of these groups are finite. Each of them is in the same situation as the first group, so each is finite with probability u, and by independence both are finite with probability u².

Adding the two cases gives

u = 1 − p + p u².

The exponent is 2 because one of the partner's three groups has been used up by the bond through which we arrived.

Move everything to one side:

p u² − u + (1 − p) = 0.

Since u = 1 is a root, (u − 1) must be a factor. Try

(u − 1)[p u − (1 − p)] = p u² − (1 − p)u − p u + (1 − p) = p u² − u + (1 − p),

which is the required polynomial. The two roots are therefore

u = 1 and u = (1 − p)/p.

At p = 0.70 the second root is 0.30/0.70 = 3/7 ≈ 0.4286.

**Which root is the probability?**

The equation is a consistency condition. If every branch were finite, then u = 1 would satisfy it, so the condition alone cannot decide. What decides is the construction of the branch from its starting point.

Count the chosen group as generation 1, the two further groups on its partner as generation 2, and so on. Let uₙ be the probability that every route outward has met an unreacted group by generation n. Set u₀ = 0, because no route can have stopped before the first group is examined. The argument that gave the branching equation now gives a recursion:

uₙ₊₁ = 1 − p + p uₙ².

For example, u₁ = 1 − p = 0.300 and u₂ = 0.3 + 0.7 × 0.3² = 0.363. Further values are u₃ = 0.392, u₅ = 0.416 and u₁₀ = 0.428.

A finite branch stops at some finite generation, so u is the limit of uₙ. The limit can be identified in three steps.

First, uₙ never decreases with n, since a branch that has stopped by generation n has also stopped by generation n + 1. Being a probability, it is bounded by 1, so it has a limit. Letting n → ∞ on both sides of the recursion shows that the limit satisfies the branching equation.

Second, uₙ cannot pass any non-negative root r. We have u₀ = 0 ≤ r. If uₙ ≤ r, then

uₙ₊₁ = 1 − p + p uₙ² ≤ 1 − p + p r² = r,

because the right-hand side of the recursion increases with uₙ when uₙ ≥ 0. By induction the bound holds for all n.

Third, the limit is a root and is not larger than any non-negative root. It is therefore the smallest one:

u = 1 for p ≤ 1/2,
u = (1 − p)/p for p > 1/2.

The change occurs where (1 − p)/p = 1, that is, at p = 1/2. This is the gel point of the ideal model. It has a simple meaning: a unit reached through a bond has on average 2p further reacted groups. If 2p < 1 the branches die out, and if 2p > 1 they can grow without limit. At p = 0.70 this number is 1.4, so a gel exists and the root u = 1 is discarded.

The recursion also shows how fast the limit is approached. Subtracting it from the equation for u gives

u − uₙ₊₁ = p(u² − uₙ²) = p(u + uₙ)(u − uₙ).

Close to the limit uₙ ≈ u, so each generation multiplies the remaining error by about 2pu. For p > 1/2 this is 2(1 − p), or 0.6 here. Just above the gel point the factor approaches 1, and many generations are needed to tell a large finite branch from an infinite one.

**From one branch to the sol fraction**

The quantity u belongs to one group seen from its unit. A unit has three groups, and it lies in a finite molecule if all three branches are finite. One infinite branch is enough to place it in the gel. The three branches are independent, so

S = u³ = [(1 − p)/p]³ for p > 1/2.

With p = 0.70,

S = (3/7)³ = 27/343 ≈ 0.0787,

which is 0.079 to three decimals. The other 0.921 of the units belong to the gel.

The result can be tested without the branching equation. Take 400 000 units, pair 70 percent of their groups at random, and count the units outside the largest molecule. One such network gave 0.0796, which is about 1 percent above the formula in relative terms. The same count at other conversions gave 0.2983 at p = 0.60 (formula 0.2963) and 0.0156 at p = 0.80 (formula 0.0156). At p = 0.40, below the gel point, 0.9997 of the units lay outside the largest molecule, where the formula gives 1.

**Two limits**

Just above the gel point, write p = 1/2 + ε with small positive ε. Then

u = (1/2 − ε)/(1/2 + ε) = (1 − 2ε)/(1 + 2ε) ≈ 1 − 4ε,

S ≈ (1 − 4ε)³ ≈ 1 − 12ε.

The gel fraction thus starts from zero and grows linearly, as 12ε to first order. This linear form holds only for small ε. At p = 0.70, where ε = 0.2, it would give the impossible value 2.4, and the full formula is needed.

Near full conversion, S approaches (1 − p)³. This is the probability that all three groups of a unit are unreacted, so the last remaining sol consists mainly of monomers.

**What the sol is made of**

The smallest molecules can be counted by hand, which gives a useful check on S. A randomly chosen unit is a monomer with probability

w₁ = (1 − p)³ = 0.0270.

It belongs to a dimer if exactly one of its groups has reacted, with probability 3p(1 − p)², and if the partner's two other groups are unreacted, with probability (1 − p)²:

w₂ = 3p(1 − p)⁴ = 0.0170.

For a trimer, the chosen unit may be in the middle or at an end. In the middle, two of its groups have reacted, with probability 3p²(1 − p), and the four outer groups of its neighbours are unreacted, with probability (1 − p)⁴. At an end, one of its groups has reacted, 3p(1 − p)²; the neighbour has exactly one further reacted group, 2p(1 − p); and the last unit has two unreacted groups, (1 − p)². Hence

w₃ = 3p²(1 − p)⁵ + 6p²(1 − p)⁵ = 9p²(1 − p)⁵ = 0.0107.

The sum is 0.0547. It lies below S = 0.0787, as it must, and it shows that about 70 percent of the sol units are in molecules of at most three silicons. The random network gave 0.0268, 0.0173 and 0.0110 for the three fractions.

**Why the mass fraction is different**

The sol is less condensed than the film as a whole. To see by how much, take a group whose branch is known to be finite. The probability that this group has reacted is the reacted part of the branching equation divided by the whole:

p u²/u = p u = 1 − p for p > 1/2.

In a sol unit all three branches are finite, and they are independent, so this holds for each of its groups. The conversion inside the sol is therefore 0.30, although the overall conversion is 0.70. The conversion in the gel follows by counting reacted groups:

p = S(1 − p) + (1 − S)p_gel,

p_gel = (0.70 − 0.0787 × 0.30)/0.9213 ≈ 0.734.

The random network gave 0.303 for the sol and 0.734 for the gel.

Each Si–O–Si bond uses two groups and releases one water molecule. A unit with conversion q has 3q reacted groups on average and accounts for 3q/2 water molecules. If that water has left the film, the mean mass per unit is

M(q) = M₀ − (3/2) q M_water,

with M₀ = 94.141 g/mol for CH₃Si(OH)₃ and M_water = 18.015 g/mol. This gives

sol: 94.141 − 1.5 × 0.30 × 18.015 = 86.03 g/mol,

whole film: 94.141 − 1.5 × 0.70 × 18.015 = 75.23 g/mol.

The sol fraction by mass is then

S_mass = S × M(0.30)/M(0.70) = 0.0787 × 86.03/75.23 ≈ 0.090.

So the sol holds 7.9 percent of the silicon but 9.0 percent of the mass. If you compare the model with a weighed extraction, 0.090 is the number to use.

For a film 500 nm thick with a density of 1.3 g/cm³, the mass per area is

500 × 10⁻⁷ cm × 1.3 g/cm³ = 65 μg/cm²,

and the sol accounts for 0.090 × 65 ≈ 5.9 μg/cm². This is the mass not attached to the network. Whether a given solvent removes all of it in a given time is a separate question.

**How sensitive is the result?**

Write S = (1/p − 1)³. The derivative of the bracket is −1/p², so

dS/dp = 3[(1 − p)/p]² × (−1/p²) = −3(1 − p)²/p⁴ ≈ −1.12 at p = 0.70.

An error of 0.02 in conversion therefore shifts S by roughly 0.022 in the opposite direction. The full formula gives 0.104 at p = 0.68 and 0.059 at p = 0.72. The shifts are unequal because the curve is bent, and they amount to 32 and 25 percent of S. The third decimal of 0.079 is thus a property of the stated conversion, and a measured conversion would have to be very accurate to support it.

**How far a real methylsilsesquioxane film departs from this**

The thickness and density above are round values, roughly typical of spin-on methylsilsesquioxane dielectrics. The conversion of 0.70 describes a partly condensed film, and a fully cured one is condensed further. One assumption that this chemistry clearly breaks is the absence of rings: methylsilsesquioxanes readily form small siloxane rings and cages.

A bond that closes a small ring consumes two groups but connects nothing new, since the molecule would hold together without it. The ideal gel also contains closed loops, but their typical length grows without limit as the number of units increases. They belong to the random network itself and are not counted here. Let λ be the share of all bonds that are redundant because they close small rings, with the conversion of OH groups held at 0.70. The crudest estimate simply strikes out a share λ of the bonds at random, which leaves an ideal system with conversion p(1 − λ). For λ = 0.10,

p(1 − λ) = 0.63, S = (0.37/0.63)³ ≈ 0.20.

In this estimate one redundant bond in ten raises the sol fraction by a factor of about 2.6. For λ = 0.20 it gives 0.49, and its gel disappears when p(1 − λ) = 1/2, that is, at

λ = 1 − 1/(2p) ≈ 0.29.

These numbers ignore that a ring ties up two groups on each of its members. Take separate three-silicon rings as an example, each with one redundant bond. There are 1.5p = 1.05 bonds per unit, so a share f = 3 × 1.05 λ of the units sits in rings. Each ring has three outward groups and acts as one trifunctional unit. Of the 3 − 2f groups per unit not used in rings, 2.1 − 2f have reacted, and if they pair at random the effective conversion is q = (2.1 − 2f)/(3 − 2f). For λ = 0.10 this gives q = 0.62 and S ≈ 0.23, near the crude estimate. But q falls to 1/2 already at f = 0.6, that is at λ ≈ 0.19, so at λ = 0.20 there is no gel, where the crude estimate still gives S = 0.49. Real ring closure is also correlated: a cage gathers several redundant bonds in one small molecule. The gel point can then lie at a quite different λ, and near it the sol fraction can be far from the values above. The estimate still shows that 0.079 should not be used as a prediction for a film in which rings are plentiful.

Equal reactivity is another doubtful assumption. As an illustration, let each bond on a silicon halve the reactivity of its remaining groups, and form the bonds one at a time, without the ring correction, until p = 0.70. One run with 100 000 units gave S = 0.057, against 0.079 for the same procedure with equal reactivities; at this size the statistical scatter is about 0.002, so the third decimal is not fixed. The factor of one half is a chosen value and not a measured one. For the values tried here, the two corrections have opposite signs, and that of the rings is the larger.

The numerical output below lists the computed values, some of them with more digits.

Numbers as computed

```
conversion p = 0.70
roots of branching equation = 0.42857, 1.00000
branch ends within 1 generations: 0.30000
branch ends within 2 generations: 0.36300
branch ends within 3 generations: 0.39224
branch ends within 5 generations: 0.41635
branch ends within 10 generations: 0.42765
branch ends within 20 generations: 0.42857
error ratio, generation 21 to 20 = 0.6000
sol fraction by units, formula = 0.07872
gel fraction by units, formula = 0.92128
units in random network = 400000
sol fraction by units, network = 0.0796
p = 0.40: sol formula 1.0000, network 0.9997
p = 0.60: sol formula 0.2963, network 0.2983
p = 0.80: sol formula 0.0156, network 0.0156
units in 1-mers: by hand 0.02700, network 0.02681
units in 2-mers: by hand 0.01701, network 0.01728
units in 3-mers: by hand 0.01072, network 0.01103
sum of 1- to 3-mers, by hand = 0.05473
conversion in sol: formula 0.3000, network 0.3027
conversion in gel: formula 0.7342, network 0.7343
atomic weights H, C, O, Si = 1.008, 12.011, 15.999, 28.085 g/mol
molar mass CH3Si(OH)3 = 94.141 g/mol
molar mass water = 18.015 g/mol
mean mass per unit in sol = 86.03 g/mol
mean mass per unit overall = 75.23 g/mol
sol fraction by mass: formula 0.0900, network 0.0909
film thickness = 500 nm
film density = 1.3 g/cm3
film mass per area = 65.0 ug/cm2
soluble mass per area = 5.85 ug/cm2
slope dS/dp = -1.1245
sol fraction at p = 0.68: 0.1042
sol fraction at p = 0.72: 0.0588
redundant bond share 0.10: sol formula 0.2026, network 0.2034
redundant bond share 0.20: sol formula 0.4851, network 0.4813
redundant bond share 0.35: sol formula 1.0000, network 0.9993
redundant bond share that removes the gel = 0.2857
units in kinetic runs = 100000
kinetic run, equal reactivity: sol = 0.0789
kinetic run, reactivity factor 0.5 per bond: sol = 0.0568
```
